# Long-channel n-transistor thresholds with n-poly, midgap-metal and p-poly gates

**Question**

I have a long-channel n-transistor on p-type silicon with $N_A=10^{17}\ \mathrm{cm^{-3}}$ and 5 nm of silicon dioxide. I need its threshold at 300 K for three gates: n-type polysilicon, a midgap metal and p-type polysilicon.

I am stuck on three points. My flat-band voltage for the n-type gate is almost $-1$ V, so I don't see whether the device is normally on or off. The usual depletion charge ignores electrons, yet threshold is where electrons appear, so why should I trust it? And if I bias the body, must I redo the comparison for each gate?

**Answer**

Define threshold as the gate-to-source voltage at which the electron density at the silicon surface equals the hole density deep in the body. Start with source and body at the same potential.

I use atomic units in the algebra, with $e=1$ and $4\pi\varepsilon_0=1$, and keep $k$ explicit. The potential $\psi$ is zero in the neutral body and $\psi_s$ at the surface. Doping is uniform and fully ionized, carriers in the silicon body follow Boltzmann statistics, and the oxide holds no charge. The gate is an equipotential.

**Flat bands**

Let $\Phi_g$ be the gate work function, $\chi$ the electron affinity of silicon and $E_g$ its gap. The band densities are $N_c$ and $N_v$. With $p_0\simeq N_A$, the relation $p_0=N_v e^{-(E_F-E_v)/kT}$ puts the body Fermi level $kT\ln(N_v/N_A)$ above the valence edge. The body work function is therefore

$$\Phi_s=\chi+E_g-kT\ln\frac{N_v}{N_A}.$$

A gate voltage $V_G$ lowers the gate Fermi level by $V_G$ relative to that of the body. There is no field when the vacuum levels agree, $\Phi_g-V_G=\Phi_s$, so

$$V_{FB}=\Phi_g-\chi-E_g+kT\ln\frac{N_v}{N_A}.$$

**Band bending at threshold**

The surface electron density is $n_0e^{\psi_s/kT}$, where $n_0$ is the density in the body. Setting it equal to $p_0$ gives $\psi_s=kT\ln(p_0/n_0)=kT\ln[p_0^2/(n_0p_0)]$. Since $n_0p_0=N_cN_ve^{-E_g/kT}$,

$$\psi_0=E_g+kT\ln\frac{N_A^2}{N_cN_v}.$$

This is the quantity often written $2\phi_F$.

**Why the depletion charge works here**

Keep both carriers. Neutrality in the body requires $N_A=p_0-n_0$, so the charge density is

$$\rho=p_0\left(e^{-\psi/kT}-1\right)-n_0\left(e^{\psi/kT}-1\right).$$

Multiply Poisson's equation $\psi''=-4\pi\rho/\varepsilon_s$ by $\psi'$ and integrate from the body, where $\psi=\psi'=0$, to the surface. With $u=\psi_s/kT$ and surface field $F$,

$$\frac{F^2}{2}=\frac{4\pi kT}{\varepsilon_s}\left[p_0(e^{-u}+u-1)+n_0(e^u-u-1)\right].$$

At threshold $n_0e^u=p_0$, and equally $p_0e^{-u}=n_0$. The bracket becomes

$$n_0+p_0u-p_0+p_0-n_0u-n_0=(p_0-n_0)u=N_Au.$$

Hence $F^2=8\pi N_A\psi_0/\varepsilon_s$, which is the full-depletion result. The holes that spill into the depletion edge reduce the negative charge, and the surface electrons restore it. Within Boltzmann statistics the cancellation is exact at this one bending. Below threshold the hole tail is not fully compensated; above it the electrons overcompensate.

**Oxide voltage and threshold**

Displacement is continuous, so the oxide field is $\varepsilon_sF/\varepsilon_{ox}$. For oxide thickness $t$,

$$V_{ox}=\frac{t}{\varepsilon_{ox}}\,\varepsilon_sF=\frac{t}{\varepsilon_{ox}}\sqrt{8\pi\varepsilon_sN_A\psi_0}.$$

The threshold is $V_T=V_{FB}+\psi_0+V_{ox}$. In the first two terms $E_g$ and $N_v$ cancel:

$$V_{FB}+\psi_0=\Phi_g-\chi+kT\ln\frac{N_v}{N_A}+kT\ln\frac{N_A^2}{N_cN_v}=\Phi_g-\chi-kT\ln\frac{N_c}{N_A}.$$

Therefore

$$\boxed{V_T=(\Phi_g-\chi)-kT\ln\frac{N_c}{N_A}+\frac{t}{\varepsilon_{ox}}\sqrt{8\pi\varepsilon_sN_A\psi_0}}$$

The logarithm has a direct meaning: at threshold the surface conduction edge lies $kT\ln(N_c/N_A)$ above the Fermi level.

Take the polysilicon Fermi levels at the band edges and the metal's at the middle of the gap. Then $\Phi_g-\chi$ is $0$, $E_g/2$ and $E_g$ for the three gates. With doping, oxide and temperature held fixed, neighbouring thresholds differ by $E_g/2$.

**Numbers**

I take rough silicon parameters: $E_g=1.12$ eV, $\chi=4.05$ eV, $N_c=2.9\times10^{19}$ and $N_v=3.1\times10^{19}\ \mathrm{cm^{-3}}$, $\varepsilon_s=11.7$ and $\varepsilon_{ox}=3.9$. At 300 K, $kT=0.02585$ eV, so

$$\psi_0=1.12+0.02585\ln\frac{10^{34}}{8.99\times10^{38}}=0.825\ \mathrm{V}.$$

The depletion width is $W=\sqrt{\varepsilon_s\psi_0/(2\pi N_A)}=103.3$ nm after conversion. Combining this with the expression for $F$ gives $F=2\psi_0/W=0.160$ MV/cm. The oxide field is larger by $11.7/3.9=3$, or 0.479 MV/cm, and across 5 nm it gives $V_{ox}=0.240$ V. The sums $V_{FB}+\psi_0+V_{ox}$ are:

- n-type polysilicon: $-0.972+0.825+0.240=0.093$ V (0.0034 hartree/$e$).
- Midgap metal: $-0.412+0.825+0.240=0.653$ V (0.0240 hartree/$e$).
- p-type polysilicon: $0.148+0.825+0.240=1.213$ V (0.0446 hartree/$e$).

As a test, the nonlinear Poisson equation was solved on a grid with both carriers present, using the same material parameters and aligned vacuum levels. The gate voltage was varied until the surface electron density equalled the body hole density. This gave 0.0931, 0.6531 and 1.2131 V, the same as the formula to the digits printed. In the midgap case electrons supplied 1.61% of the silicon charge at threshold, and acceptors less holes supplied 98.39%. The total matched the full-depletion charge.

**Is the n-poly device off at zero gate voltage?**

It is below threshold, but barely. From threshold down to $V_G=0$, the computed electron sheet density falls by 1.28 decades, a factor of about 19. With the midgap gate it falls by 8.90 decades. In a long channel dominated by diffusion, with mobility and a large drain bias held fixed, leakage follows the sheet density at the source. The sheet density at threshold is $1.7\times10^{10}\ \mathrm{cm^{-2}}$. With a rough mobility of 400 cm$^2$/(V s), the n-poly device passes about 1.4 nA times the width-to-length ratio at $V_G=0$. That is more than seven decades above the midgap value, which is so small that junction leakage, absent from this model, would set the floor in a real device. With the p-poly gate, $V_G=0$ lies below the flat-band voltage of $+0.148$ V, so the surface accumulates holes. The price is a threshold above 1.2 V, which leaves little drive at a low supply voltage.

The thin-oxide limit shows what keeps the n-poly threshold positive. As $t\to0$ at fixed doping, $V_{ox}\to0$ and $V_T\to-0.147$ V. Since $V_{ox}$ is proportional to $t$, the sign changes at

$$t=5\ \mathrm{nm}\times\frac{0.1466}{0.2396}\simeq3.1\ \mathrm{nm}.$$

Below that thickness, this model gives a channel already past threshold at zero gate voltage unless the doping is raised.

**Body bias**

Let the source be $V_{SB}>0$ above the body. The electron Fermi level at the surface follows the source and drops by $V_{SB}$. In the Poisson integral this replaces $n_0$ by $n_0e^{-V_{SB}/kT}$. The threshold condition now gives $\psi_s=\psi_0+V_{SB}$, and the same cancellation leaves $N_Au$ in the bracket. (The associated change in the body hole density is negligible because $n_0\ll N_A$.)

Measured from the body, the gate voltage is $V_{FB}+\psi_0+V_{SB}+V_{ox}$. Subtracting $V_{SB}$ to refer it to the source leaves a change in the oxide term alone:

$$\Delta V_T=V_{ox}(0)\left[\sqrt{1+\frac{V_{SB}}{\psi_0}}-1\right].$$

For $V_{SB}=1$ V this is $0.2396\,(\sqrt{2.212}-1)=0.117$ V. The gate work function is absent, so you need not repeat the comparison: all three thresholds rise equally. The grid solution gave 0.1168 V for each gate. For small bias the shift is $V_{ox}(0)V_{SB}/(2\psi_0)$, about 0.145 V per volt here; for $V_{SB}\gg\psi_0$ it grows as $\sqrt{V_{SB}}$.

**How this compares with a real transistor**

An oxide of 5 nm is roughly that of quarter-micron logic with a supply near 2.5 V, where n-channel thresholds were roughly half a volt with n-type polysilicon. Our 0.09 V is far below that. Real channels break the assumption of uniform doping at $10^{17}\ \mathrm{cm^{-3}}$: implants raise the doping near the surface.

To size this, take uniform doping of $5\times10^{17}\ \mathrm{cm^{-3}}$. The formula gives 0.792 V for a midgap gate on 3 nm of oxide, and the grid solution agrees. There $kT\ln(N_c/N_A)=0.105$ eV, so $V_{ox}=0.792-0.560+0.105=0.337$ V. On 5 nm this scales to 0.562 V, and the n-poly threshold becomes $0.562-0.105\simeq0.46$ V. Full ionization is a weaker assumption here. An isolated boron level 45 meV above the valence edge is about 78% ionized in the neutral body at this doping and 94% at $10^{17}\ \mathrm{cm^{-3}}$, which lowers the thresholds by about 0.012 V and 0.003 V respectively. Titanium nitride is a typical near-midgap metal, but its work function depends on processing, and any error in it passes directly into $V_T$.

**What else moves the numbers**

The largest correction sized here is one of definition. Extrapolating the midgap device's electron charge linearly to zero, from points 0.8 and 1.2 V above threshold, gives a value 0.133 V higher than ours. The offset depends on the points chosen: it is about 0.09 V from points 0.3 and 0.5 V above threshold, and about 0.16 V from points 1.5 and 2.0 V above. These offsets use Boltzmann statistics, although the Fermi level enters the conduction band at the surface between 0.6 and 0.7 V above threshold. Fermi-Dirac statistics lower the 0.133 V offset by about 0.004 V and the 0.16 V one by about 0.008 V. For an equipotential gate the work function merely shifts the voltage axis, so this offset is common to all three gates. Polysilicon breaks this, because in inversion the n-type gate depletes and the p-type gate accumulates. At $10^{20}\ \mathrm{cm^{-3}}$, with Fermi-Dirac statistics and points 1.5 and 2.0 V above threshold, the offsets are about 0.137 V for n-poly, 0.151 V for the metal and 0.153 V for p-poly. From points 0.8 and 1.2 V above, they differ by less than 0.005 V. Compare thresholds obtained by the same definition and, if extrapolated, from the same range above threshold.

Quantum confinement lifts the lowest electron levels at the surface. It also pushes the electrons away from the surface, so the surface density no longer serves as a criterion. At the same electron sheet density as in the classical threshold, a triangular-well estimate raises $V_T$ by about 0.03 V. Confinement also raises the extrapolated thresholds above by about 0.03 to 0.04 V, more than the Fermi-Dirac correction lowers them. A positive fixed oxide charge of $10^{11}\ \mathrm{cm^{-2}}$ at the silicon interface, a rough value, lowers it by 0.023 V.

Polysilicon doped to $10^{20}\ \mathrm{cm^{-3}}$ is degenerate, so its Fermi level passes the band edge. That alone shifts the n-poly threshold by $-0.062$ V and the p-poly one by $+0.059$ V. An assumed gap narrowing of 0.10 eV, shared equally by the edges, reduces these shifts to about $\mp0.01$ V. The field also penetrates the polysilicon. The gate carries positive charge at threshold, so the potential falls towards the oxide in both types, and both thresholds rise by about 0.01 V.

At 358 K, with an assumed gap slope of $-0.27$ meV/K and the metal kept at midgap, the thresholds fall to 0.043, 0.595 and 1.148 V. The n-poly device loses about half its small margin.

At threshold the oxide field is far below a rough breakdown field of 10 MV/cm. A square-barrier estimate with a 3.1 eV barrier and a tunnelling mass of 0.4 electron masses gives a transmission factor near $10^{-25}$, so tunnelling does not disturb this electrostatic balance. In a short channel the source and drain support part of the depletion charge, and the one-dimensional formula fails. The numerical output below lists the main inputs and results.

## Numbers as computed

```
Inputs: T = 300 K, gap = 1.12 eV, affinity = 4.05 eV
Inputs: Nc = 2.90e+19, Nv = 3.10e+19, NA = 1.0e+17 cm^-3
Inputs: oxide = 5.0 nm, eps_s = 11.7, eps_ox = 3.9
Thermal energy kT = 0.02585 eV
Body: Fermi level above valence edge = 0.1483 eV
Surface edge above Fermi level, kT ln(Nc/NA) = 0.1466 eV
Band bending at threshold psi0 = 0.8251 V
Oxide voltage at threshold = 0.2396 V
Depletion width = 103.3 nm
Silicon surface field = 0.160 MV/cm
Oxide field = 0.479 MV/cm
n-poly: work function = 4.05 eV, flat band = -0.9717 V
n-poly: V_T formula = 0.0931 V, grid = 0.0931 V
n-poly: V_T formula = 0.00342 hartree/e
midgap: work function = 4.61 eV, flat band = -0.4117 V
midgap: V_T formula = 0.6531 V, grid = 0.6531 V
midgap: V_T formula = 0.02400 hartree/e
p-poly: work function = 5.17 eV, flat band = 0.1483 V
p-poly: V_T formula = 1.2131 V, grid = 1.2131 V
p-poly: V_T formula = 0.04458 hartree/e
Second case, midgap, 5e17 cm^-3, 3 nm: formula = 0.7924 V, grid = 0.7924 V
Total charge / full-depletion charge = 1.00000
Electron part = 1.61 %, acceptors less holes = 98.39 %
Body shift at V_SB = 1.0 V: formula = 0.1168 V
n-poly: body shift from grid = 0.1168 V
midgap: body shift from grid = 0.1168 V
p-poly: body shift from grid = 0.1168 V
n-poly: electron sheet density falls by 1.28 decades from V_T to zero gate voltage
midgap: electron sheet density falls by 8.90 decades from V_T to zero gate voltage
Neglected effects (shift of V_T unless stated):
Linear-extrapolation definition: +0.133 V
Quantum confinement: +0.033 V
Assumed poly doping = 1e+20 cm^-3, gap narrowing = 0.10 eV
n-poly: degeneracy -0.062 V, with gap narrowing -0.012 V
n-poly: field penetration +0.0095 V
p-poly: degeneracy +0.059 V, with gap narrowing +0.009 V
p-poly: field penetration +0.0094 V
Fixed charge 1e+11 cm^-2: -0.0232 V
Assumed gap slope = -0.27 meV/K
n-poly: V_T at 358 K = 0.0432 V
midgap: V_T at 358 K = 0.5954 V
p-poly: V_T at 358 K = 1.1476 V
Assumed barrier = 3.1 eV, tunnel mass = 0.4 m_e
Tunnelling factor, log10 = -24.8
```
